# Why heating steepens Mayadas-Shatzkes resistivity by less than one fifteenth

**Question.** In the Mayadas-Shatzkes model of a polycrystalline metal, neither the grain size $D$ nor the boundary reflection parameter $R$ depends on temperature. One might expect the boundaries to add a constant to the background resistivity $\rho_0(T)$. Why does the total resistivity $\rho$ instead rise slightly faster than $\rho_0$ on heating, and why does the slope ratio

$$S=\frac{d\rho/dT}{d\rho_0/dT}=\frac{d\rho}{d\rho_0}$$

stay between 1 and $16/15$?

**Answer.** The cause is that boundaries obstruct some directions of motion more than others. With the $\delta$-function boundaries of this model, electrons moving nearly parallel to the boundary planes are obstructed most, so the current is carried disproportionately by the other directions. Background scattering adds the same resistivity to every direction, and a uniform addition costs more when the current is unevenly shared.

**The boundary rate**

Take a spherical Fermi surface, an isotropic background relaxation time $\tau$, and no surface scattering. The boundaries that matter are planes normal to the current direction $x$, with mean spacing $D$. Let $\mu=v_x/v_F$ be the direction cosine of the velocity.

Model a plane by the potential $S_b\,\delta(x)$. For an incident wave of wavenumber $k_x>0$, with reflected and transmitted amplitudes $r$ and $t$, continuity gives $1+r=t$. The jump in derivative gives

$$ik_x t-ik_x(1-r)=\frac{2mS_b}{\hbar^2}\,t .$$

Since $t-1=r$, the left side is $2ik_xr$. With $v_x=\hbar k_x/m$, the reflection and transmission probabilities therefore satisfy

$$\frac{R_x}{T_x}=\left|\frac rt\right|^2=\left(\frac{S_b}{\hbar v_x}\right)^2 .$$

Now ignore phase coherence between planes. Let $a_\pm$ be the populations moving right and left just before a plane, and $b_\pm$ those just after it. Then $b_+=T_xa_++R_xb_-$ and $a_-=R_xa_++T_xb_-$. With $T_x=1-R_x$, these give

$$a_+-a_-=T_x(a_+-b_-),$$

$$b_+-a_+=-R_x(a_+-b_-)=-\frac{R_x}{T_x}(a_+-a_-).$$

The right-moving population thus changes by $-(R_x/T_x)$ times the population difference at each plane. When there are many planes per background mean free path, this is equivalent to a uniform reversal rate

$$w=\frac{|v_x|}{D}\frac{R_x}{T_x}
=\frac{v_F}{D}\,\frac{R_n}{1-R_n}\,\frac1{|\mu|},$$

where $R_n$ is the reflection probability at normal incidence. Grazing electrons meet planes less often, in proportion to $|\mu|$, but their $R_x/T_x$ is larger by $1/\mu^2$. The net factor is $1/|\mu|$.

The current comes from the part of the distribution that is odd in $\mu$. Reversal changes the sign of this part, so it decays at $2w$. Isotropic background scattering returns nothing to it, so it also decays at $1/\tau$:

$$\frac1{\tau^*(\mu)}=\frac1\tau+2w=\frac1\tau\left(1+\frac{\alpha}{|\mu|}\right),\qquad
\alpha=\frac{\lambda}{D}\frac{R}{1-R},$$

with $\lambda=v_F\tau$. This customary $\alpha$ absorbs the factor 2 by setting $R/(1-R)=2R_n/(1-R_n)$. The choice of convention does not affect the bounds, which will hold for every positive $\alpha$.

**From the rate to the resistivity**

In a field along $x$, the odd part of the distribution is proportional to $\mu\tau^*$, and its contribution to the current carries another $\mu$. Define

$$\langle X\rangle=\int_0^1 3\mu^2X(\mu)\,d\mu,\qquad \langle1\rangle=1 .$$

The ratio of conductivity to background conductivity is then $\langle\tau^*/\tau\rangle$, so

$$\frac1\rho=\langle g\rangle,\qquad
g(\mu)=\frac1{\rho_0(1+\alpha/\mu)}=\frac1{\rho_0+c/\mu},\qquad c=\alpha\rho_0 .$$

Directions conduct in parallel. Within each direction, background and boundary resistivities add in series.

For free electrons of density $n$, $\rho_0=m/(ne^2\tau)$. Hence

$$A=\rho_0\lambda=\frac{mv_F}{ne^2}=\frac{\hbar k_F}{ne^2},\qquad
c=\frac AD\frac R{1-R}.$$

The relaxation time has cancelled. At fixed $n$, $D$ and $R$, heating changes $\rho_0$ but leaves $c$ alone.

To obtain the closed formula, put $h=\rho_0g=\mu/(\mu+\alpha)$ and divide the polynomials:

$$\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.$$

Integrating from 0 to 1 and multiplying by 3 gives

$$\rho=\frac{\rho_0}{f(\alpha)},\qquad
f=\langle h\rangle=1-\frac{3\alpha}2+3\alpha^2-3\alpha^3\ln\!\left(1+\frac1\alpha\right).$$

**Why the slope exceeds 1**

At fixed $c$, $dg/d\rho_0=-g^2$. Differentiating $\rho=1/\langle g\rangle$ therefore gives

$$S=-\frac1{\langle g\rangle^2}\left\langle\frac{dg}{d\rho_0}\right\rangle
=\frac{\langle g^2\rangle}{\langle g\rangle^2}
=1+\frac{\langle(g-\langle g\rangle)^2\rangle}{\langle g\rangle^2}.$$

The excess slope is the relative variance of the directional conductivity. It is positive because $g$ depends on $\mu$ whenever $c>0$. If the boundary term were a constant $b$ instead of $c/\mu$, every direction would have $g=1/(\rho_0+b)$. The result would be $\rho=\rho_0+b$ and $S=1$.

"Faster" refers to the absolute rise. The fractional rise is slower than that of the background:

$$\frac{d\ln\rho}{d\ln\rho_0}=\frac{\rho_0}{\rho}S
=\langle h\rangle\frac{\langle h^2\rangle}{\langle h\rangle^2}
=\frac{\langle h^2\rangle}{\langle h\rangle}<1,$$

because $0<h<1$ for $0<\mu\le1$.

**Why the slope stays below 16/15**

The factor $\rho_0$ cancels from $S=\langle h^2\rangle/\langle h\rangle^2$, leaving a function of $\alpha$. With $k=1/(\mu+\alpha)$, $dh/d\alpha=-hk$, and so

$$\frac{d\ln S}{d\alpha}
=2\left[\frac{\langle hk\rangle}{\langle h\rangle}
-\frac{\langle h^2k\rangle}{\langle h^2\rangle}\right].$$

To find the sign, define the weighted mean $E[X]=\langle hX\rangle/\langle h\rangle$. The bracket becomes

$$E[k]-\frac{E[hk]}{E[h]}=-\frac{E[hk]-E[h]E[k]}{E[h]} .$$

The numerator $E[hk]-E[h]E[k]$ is half the mean of $(h_1-h_2)(k_1-k_2)$ over two independently chosen directions. Since $h$ rises with $\mu$ while $k$ falls, this product is negative for unequal directions. The bracket is positive, and $S$ increases strictly with $\alpha$. Its bounds are therefore its two limits.

For weak boundary scattering, $h\simeq1-\alpha/\mu$. Using $\langle\mu^{-1}\rangle=3/2$ and $\langle\mu^{-2}\rangle=3$,

$$S-1\simeq\alpha^2\left(3-\frac94\right)=\frac34\alpha^2 .$$

This limit is approached slowly, because the expansion fails for $\mu<\alpha$: $(S-1)/\alpha^2$ is 0.61 at $\alpha=0.01$ and 0.28 at $\alpha=0.1$.

For strong boundary scattering, $h\simeq\mu/\alpha-\mu^2/\alpha^2$. Since $\langle\mu^p\rangle=3/(p+3)$,

$$S\simeq\frac{3/5-1/\alpha}{\left[3/4-3/(5\alpha)\right]^2}
\simeq\frac{16}{15}\left(1-\frac1{15\alpha}\right).$$

Here $g$ is proportional to $\mu$, which is the most uneven sharing the model allows. Thus $1<S<16/15$ for every finite $\alpha>0$. The value $16/15$ belongs to the $\delta$-barrier. If $R_x/T_x$ did not depend on angle, $w$ would be proportional to $|\mu|$, grazing electrons would be obstructed least, $g=1/(\rho_0+c\mu)$, and the limit as $\rho_0\to0$ would be $\langle\mu^{-2}\rangle/\langle\mu^{-1}\rangle^2=4/3$.

The same limits confine the boundary contribution itself. As $\rho_0\to0$, $g\to\mu/c$ and $\rho\to c/\langle\mu\rangle=4c/3$. As $\rho_0\to\infty$, $\langle g\rangle\simeq(1-3c/2\rho_0)/\rho_0$, so $\rho-\rho_0\to3c/2$. Over the whole range of $\rho_0$, the excess resistivity grows by just $c/6$. Heating lowers $\alpha=c/\rho_0$, so $S$ itself falls towards 1.

**Numbers for a copper-like interconnect**

Use rough copper values: $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$ and $\rho_0=0.2$, $1.7$ and $2.4\ \mu\Omega\,$cm near 77, 300 and 400 K. Choose $D=20$ nm and $R=0.3$. The free-electron formula gives $A=65.74\ \mu\Omega\,$cm nm, so

$$c=\frac{65.74}{20}\,\frac{0.3}{0.7}=1.409\ \mu\Omega\,\mathrm{cm}.$$

At 300 K, $\alpha=1.4088/1.7=0.8287$, and

$$f=1-1.2431+2.0602-1.3513=0.4658,$$

$$\rho=\frac{1.7}{0.4658}=3.65\ \mu\Omega\,\mathrm{cm}.$$

Numerical differentiation of $\rho_0/f(c/\rho_0)$ at fixed $c$ supplies the slopes:

| $T$ (K) | $\alpha$ | $\rho$ ($\mu\Omega\,$cm) | $\rho-\rho_0$ ($\mu\Omega\,$cm) | $S$ |
|---|---|---|---|---|
| 77 | 7.04 | 2.091 | 1.891 | 1.058 |
| 300 | 0.829 | 3.649 | 1.949 | 1.027 |
| 400 | 0.587 | 4.366 | 1.966 | 1.021 |

The excess lies between $4c/3=1.878$ and $3c/2=2.113\ \mu\Omega\,$cm, as required. From 300 to 400 K the background rises by 0.700 and the total by 0.717 $\mu\Omega\,$cm, a ratio of 1.024. The fractional slope ratio at 300 K is $1.027\times1.7/3.649=0.478$.

The redistribution of current is visible in $g$. Between 300 and 400 K, $g$ falls to 0.82 of its initial value at $\mu=1$, but to 0.93 at $\mu=0.2$. Grazing directions gain a larger share of the current, although they suffer more from boundaries.

**How far this carries over to a real wire**

These parameters are in the range used for narrow copper lines, but $R$ is normally a fitted quantity, and real grains vary in size and orientation. The predicted excess slope at 300 K is only 0.027, so small omissions matter. Their sizes, each taken separately for the same example, are as follows.

- **Surfaces.** Consider a 40 nm film whose surfaces scatter diffusely. Each direction's conductivity is multiplied by $1-(\ell/d)(1-e^{-d/\ell})$, where $d$ is the film thickness and $\ell=v_F\tau^*|\mu_z|$, with $\mu_z$ the direction cosine along the film normal. Numerical integration gives $\rho=4.31\ \mu\Omega\,$cm and $S=1.016$. The result depends on geometry. With the same $c$ and diffuse walls at 300 K, a 10 nm film gives $S=1.070$, a $40\times40$ nm line $S=1.002$, and a $20\times40$ nm line $S=0.997$.
- **Discrete planes.** At 300 K, $\lambda=38.7$ nm is only about twice $D$, so the uniform reversal rate is an approximation. Solving the Boltzmann equation numerically within one grain, with evenly spaced incoherent planes and the same $\alpha$, gives $\rho=3.64\ \mu\Omega\,$cm and $S=1.020$.
- **Thermal expansion.** For free isotropic expansion, $A\propto n^{-2/3}$ grows as length squared and $D$ as length, so $c$ grows as length. Scaling $\rho_0$ and $c$ together scales $\rho$, hence $c\,\partial\rho/\partial c=\rho-\rho_0S=1.90\ \mu\Omega\,$cm. With a rough expansion coefficient of $1.7\times10^{-5}\ \mathrm{K^{-1}}$ and $d\rho_0/dT=0.007\ \mu\Omega\,$cm/K, this adds $1.90\times1.7\times10^{-5}/0.007=0.0046$ to $S$.
- **Drift of $R$.** Since $dc/c=dR/[R(1-R)]$, a rise in $R$ of only 0.0021 per 100 K would contribute as much as the entire excess slope.
- **Forward-peaked background scattering.** Phonon scattering is not isotropic, least of all at low temperature. Let the $l$-th Legendre component of the distribution relax at $(1-\gamma^l)/(1-\gamma)$ times the transport rate, where $\gamma$ is the mean cosine of the scattering angle. At the same $\rho_0$, $\gamma=0.3$ and $0.6$ give $S=1.076$ and $1.101$ at 77 K, above $16/15$, and about 1.03 at 300 K. The 77 K row of the table is therefore a model value.

Taken one at a time at 300 K, the 40 nm film, the discrete planes and thermal expansion leave this example between the two bounds, though they change the excess appreciably. A thinner film, a narrow line, or forward-peaked scattering at 77 K can take $S$ outside them. The proof does not cover them, so $16/15$ is a bound on the Mayadas-Shatzkes formula at fixed $c$, not on the slope of every real wire. A measured excess of a few per cent would not by itself identify the directional mechanism.

Numbers in the example were calculated in double precision.
